When a Separable Pseudopotential Has a Ghost Below Its Reference Level, part 2

A separable pseudopotential can produce a ghost, a level with no counterpart in the semilocal Hamiltonian it replaces. The problem is to count the ghosts below the reference level and to locate them. Energies are in hartree (Ha), lengths in bohr.

In one angular-momentum channel l, T is the radial kinetic operator with the centrifugal term. H_sl = T + V_l has the nodeless, normalized lowest state φ at the reference level ε_ref. H_loc = T + V_loc has normalized states uₙ and nondegenerate levels ε₀ < ε₁ < …. With δV = V_l − V_loc, χ = δV φ and D = ⟨φ|χ⟩ ≠ 0, the separable Hamiltonian is

H = H_loc + |χ⟩⟨χ|/D.

It satisfies Hφ = ε_ref φ, and its strength is E_KB = ⟨χ|χ⟩/D. Also,

⟨φ|H_loc|φ⟩ = ε_ref − D,   (5)

N_loc and N_ghost count the levels of H_loc and H strictly below ε_ref. The first half proved the law behind the Gonze-Stumpf-Scheffler criterion:

N_ghost = N_loc − 1 for E_KB > 0,
N_ghost = N_loc for E_KB < 0.   (2)

It split ψ = aφ + w with ⟨χ|w⟩ = 0 and counted negative directions of q_H(ψ) = ⟨ψ|H − ε_ref|ψ⟩ and of q_loc, the same form with H_loc, using

q_H(ψ) = ⟨w|H_loc − ε_ref|w⟩ = q_loc(w).   (3)

The second half derives the law again by following individual levels. With bₙ = ⟨uₙ|φ⟩ and cₙ = ⟨uₙ|χ⟩,

cₙ = (ε_ref − εₙ) bₙ.   (6)

A local state with cₙ = 0 is uncoupled and is an eigenstate of H at εₙ. The remaining eigenstates of H are sought among functions orthogonal to all uncoupled uₙ.

The example is a model s channel with V_s(r) = −2 erf(r)/r + 2 exp(−r²) and ε_ref = −0.6478 Ha. Its four cases have these V_loc − V_s:

A: 2 exp(−r²)
B: −2 exp(−r²)
C: −10 exp(−r²)
D: −30 exp(−4r²) + 3 exp(−r²/4)

### The secular equation

Let ψ be such a remaining eigenstate, with energy E. Then

(E − H_loc) ψ = χ ⟨χ|ψ⟩/D.   (7)

The number ⟨χ|ψ⟩ is not zero. If it were, ψ would be an eigenstate of H_loc, hence one of the coupled uₙ, for which ⟨χ|uₙ⟩ ≠ 0, a contradiction. Nor can E equal a coupled level εₙ: projecting equation (7) on uₙ would give zero on the left and cₙ⟨χ|ψ⟩/D ≠ 0 on the right. Below the continuum, E − H_loc can therefore be inverted in the space considered:

ψ = (E − H_loc)⁻¹ χ ⟨χ|ψ⟩/D.

The inner product with χ, followed by division by ⟨χ|ψ⟩ and multiplication by D, yields

G(E) = D, G(E) = ⟨χ|(E − H_loc)⁻¹|χ⟩ = Σₙ |cₙ|²/(E − εₙ).   (8)

The sum runs over the coupled states and includes an integral over the continuum of H_loc. Conversely, each solution of equation (8) below the continuum gives one eigenstate, ψ ∝ (E − H_loc)⁻¹χ.

The reference level must be a solution, and equation (6) confirms it:

G(ε_ref) = Σₙ (ε_ref − εₙ)² |bₙ|²/(ε_ref − εₙ) = Σₙ (ε_ref − εₙ)|bₙ|².

By completeness the last sum, to which uncoupled states contribute nothing, is ε_ref − ⟨φ|H_loc|φ⟩, and this is D.

### The shape of G and the position of the levels

Between its poles, G decreases:

dG/dE = −Σₙ |cₙ|²/(E − εₙ)² < 0.   (9)

Just above a coupled level the term with the small positive denominator drives G to +∞; just below it, G tends to −∞. Three facts follow for energies below the continuum.

1. Between two neighbouring coupled levels, G falls from +∞ to −∞ and takes the value D once, whatever the sign of D.
2. Below the lowest coupled level every denominator is negative, so G < 0. It falls from zero at E → −∞ to −∞ at the level.
3. In this lowest interval equation (8) therefore has one solution for D < 0 and none for D > 0.

Let N_c coupled and N_u uncoupled local levels lie below ε_ref. The reference is the one solution in its own interval. For D > 0 this cannot be the lowest interval, so N_c ≥ 1. The solutions below the reference are one for each gap between neighbouring coupled levels below it, which makes N_c − 1. For D < 0 and N_c ≥ 1 the gaps again give N_c − 1 and the lowest interval supplies one more, which makes N_c. For D < 0 and N_c = 0 the solution in the lowest interval is the reference itself and none lies below it, which is again N_c. The uncoupled levels are levels of H as well and add N_u in both cases. Since N_c + N_u = N_loc,

N_ghost = N_loc − 1 for D > 0, N_ghost = N_loc for D < 0.

This is the law of the first half. For D > 0 there is a ghost when ε_ref > ε₁, and for D < 0 when ε_ref > ε₀.

The second route also encloses the ghost. If the lowest two local states are coupled, the lowest level E₀ of H satisfies

ε₀ < E₀ < ε₁ for E_KB > 0, E₀ < ε₀ for E_KB < 0.

In case C of the first half, the ghost at −1.656 Ha lies between the local levels −4.930 and −0.916 Ha. In case D, the ghost at −11.496 Ha lies below the first local level at −8.291 Ha.

### The limit of a vanishing denominator

When V_loc is varied, D may pass through zero while χ remains finite. The strength E_KB then goes to +∞ from one side and comes back from −∞ on the other. The local levels vary smoothly, but the law says that the number of ghosts changes by one.

Equation (8) shows where the additional state comes from. At large negative E, the denominators E − εₙ may be replaced by E to leading order for the smooth χ considered here, and G(E) ≈ ⟨χ|χ⟩/E. For a small negative D the solution in the lowest interval is therefore

E₀ ≈ ⟨χ|χ⟩/D = E_KB,

a very deep level, which moves to −∞ as D → 0 from below. On the positive side this solution is absent.

The criterion agrees. For D → 0, the mean value ⟨φ|H_loc|φ⟩ = ε_ref − D tends to ε_ref. Because χ does not vanish, φ is not an eigenstate of H_loc, and ε₀ lies below this mean value by a finite amount. For a sufficiently small negative D, then, ε₀ < ε_ref, and a ghost is present. A small positive D carries no such consequence: ε₁ may still lie above the reference. A very large negative E_KB that arises from a small D is thus a sign of a ghost, while a large positive one by itself is not.

### How a ghost crosses the reference

Take E_KB > 0 and let the second local level ε₁ approach ε_ref. Put

Δ = ε_ref − ε₁, x = E − ε_ref, b = b₁.

By equation (6), c₁ = Δb, and the state u₁ contributes Δ²|b|²/(x + Δ) to G. The remaining terms form a function R(E) that is smooth near the reference. Its value there follows from G(ε_ref) = D:

R(ε_ref) = D − Δ²|b|²/Δ = D − Δ|b|².

Its slope follows from equations (9) and (6):

R′(ε_ref) = −Σ_{n≠1} |cₙ|²/(ε_ref − εₙ)² = −Σ_{n≠1} |bₙ|² = −(1 − |b|²).

To first order in x, the condition G = D becomes

Δ²|b|²/(x + Δ) − Δ|b|² − (1 − |b|²) x = 0.

The first two terms combine to Δ|b|²(Δ − x − Δ)/(x + Δ) = −Δ|b|²x/(x + Δ). After multiplication by −(x + Δ),

x [Δ|b|² + (1 − |b|²)(x + Δ)] = 0.

The solution x = 0 is the reference. The bracket simplifies to Δ + (1 − |b|²)x, and its zero is the other level:

E − ε_ref ≈ −(ε_ref − ε₁)/(1 − |b|²).   (10)

This holds to leading order in Δ, and because R was linearized in x it requires the shift |Δ|/(1 − |b|²), not only Δ, to be small compared with the distance from ε_ref to the other local levels. The denominator is positive, since φ and u₁ are different states. The intruding level therefore lies on the same side of the reference as ε₁ and farther away. It crosses the reference when ε₁ does. At the crossing, u₁ is uncoupled and is itself an eigenstate of H, so the ghost and the reference are degenerate.

The model channel shows this crossing. For V_loc = V_s − d exp(−r²), the second local level meets the reference at the depth d = 7.775 Ha. Both levels of H then lie at −0.6478 Ha.

At a depth 5% smaller, the second local level is −0.6154 Ha, which is 0.0324 Ha above the reference. The lowest level of H is the reference and the next is −0.5109 Ha, which is 0.1369 Ha above it. At a depth 5% larger, the second local level is −0.6840 Ha, or 0.0362 Ha below the reference, and the ghost is at −0.8007 Ha, or 0.1528 Ha below it. The ratios of the two distances are

0.1369/0.0324 ≈ 4.2 and 0.1528/0.0362 ≈ 4.2.

The ghost moves about four times as fast as the local level that announces it. Equation (10) accounts for equal ratios on the two sides, and it would give this value for 1 − |b|² ≈ 1/4.2 ≈ 0.24, that is, |b|² ≈ 0.76. Computed from the states, |b|² is 0.754 at the smaller depth and 0.770 at the larger, for which equation (10) gives ratios of 4.1 and 4.3. The close equality of the two actual ratios thus also involves terms of higher order in Δ.

### Ghosts that the criterion does not report

At the smaller depth the criterion correctly finds no ghost below the reference. Yet the second s level of H_sl lies at −0.2693 Ha, while the second level of H lies at −0.5109 Ha, 0.24 Ha lower, at an energy where H_sl has no level. This is the level that crosses the reference at the onset depth: the ghost, here above the reference. In case B, by comparison, the second level of H is −0.2707 Ha, within 0.002 Ha of the semilocal value.

The criterion is therefore a complete test for ghosts below the reference and no test for those above it. The latter must be sought by comparing the higher levels of H with those of H_sl, or the scattering properties of the two where the spectrum is continuous. Such a state can matter in a molecule or a solid if it falls in the energy range of the valence or low conduction states.

### What each derivation assumes

Both derivations rest on the same three properties: the nonlocal part has rank one in the channel, its denominator D is not zero, and φ is an eigenstate of H below the continuum. If any of these is missing, the result does not follow. With two or more projectors in a channel, the space left after splitting off φ still contains a nonlocal operator, and equation (3) fails; the scalar equation (8) is replaced by a matrix condition. With a generalized norm, as in ultrasoft pseudopotentials, the eigenvalue problem is a different one.

The absence of nodes in φ enters neither count. It is needed for the interpretation. If the reference were the second level of H_sl, as it can be when a semicore state is kept in the same channel, the law would still give the number of levels of H below ε_ref. One of them could then stand for the semicore state, and the count alone would not identify a ghost.

The derivations differ in what they need beyond this. The first uses mean values and the dimensions of linear spaces. It uses the spectral decomposition of H and H_loc only to identify the number of levels with a dimension; it needs no coupling coefficients cₙ, no inverse operator, and no distinction between coupled and uncoupled levels. It would hold unchanged if the local levels were degenerate. In return, it looks at one energy only, ε_ref, and says how many levels lie below it but not where.

The second needs the complete set of local states, including the continuum, and must treat uncoupled states separately. It also uses the nondegeneracy of the radial levels; with degenerate levels, one would first have to choose in each degenerate set the combination that couples to χ. For this additional work it gives the intervals that contain the levels, the deep state near D = 0, and the motion of the ghost through the reference.

The two routes also explain the difference between the signs in different terms. In the first, φ is an additional negative direction of H_loc when D > 0. In the second, the interval below all coupled local levels contains no solution when D > 0. Both express the fact that a repulsive projector of rank one accounts for one local level below the reference, and an attractive one for none.

### Numerical check and practical use

The numerical check diagonalizes H and H_loc directly and compares the number of levels below the reference with the law. Besides the four cases, it does so for 400 random local potentials in the model channel. Of these, 205 have E_KB > 0, with a ghost below the reference in 125, and 195 have E_KB < 0, with a ghost in 48. These proportions reflect the ranges from which the potentials were drawn. Up to three ghosts below the reference occur in one channel, and the criterion, the count and the enclosing intervals hold in every case.

To apply the criterion, one solves the radial equation for V_loc in each channel that has a projector, finds its two lowest levels, and evaluates the sign of D. If a ghost is indicated and V_l and the rank-one form are to be kept, V_loc has to be changed. Equation (2), applied with the sign of D after the change, shows what must be achieved: either D > 0 with the second local level not below the reference, or D < 0 with the first local level not below it. A ghost at negative D can therefore be removed either by raising ε₀ or by making D positive while ε₁ stays above the reference. For D > 0, a second local level only slightly above the reference leaves, by equation (10), a ghost above the reference at a distance of about (ε₁ − ε_ref)/(1 − |b|²), which is small unless |b|² is close to one, so the higher levels must be checked as well. The derivation of equation (10) does not use the sign of D, so the same holds for D < 0 with u₀ in place of u₁: a first local level raised only slightly above the reference leaves a level of H at about (ε₀ − ε_ref)/(1 − |b₀|²) above it. For either sign the estimate applies only while it is small compared with the distance to the other local levels. It fails when V_loc differs only slightly from V_l, because ε₀ − ε_ref is then of first order in δV and 1 − |b₀|² of second order. For V_loc − V_s = 0.2 exp(−r²) in the model channel, ε₀ lies 0.016 Ha above the reference and the estimate gives about 13 Ha, while the next level of H is the ordinary second s level, 0.38 Ha above the reference. Since V_loc is common to all channels, a change that cures one of them alters D and the local levels in the others, and each has to be examined again.

Computed values

```
Model: V_s = -Z erf(r)/r + C exp(-r^2), r in bohr
Z = 2.0, C = 2.0 Ha
reference level = -0.64783 Ha
second semilocal s level = -0.26932 Ha
reference mean radius = 2.2633 bohr
Case A: V_loc - V_s Gaussians: 2 Ha (width 1 bohr)
  D = -0.16840 Ha, E_KB = -0.76787 Ha
  local levels: -0.54170, -0.23523 Ha
  separable levels: -0.64783, -0.26843 Ha
  local levels below reference: 0
  ghosts below reference: 0
Case B: V_loc - V_s Gaussians: -2 Ha (width 1 bohr)
  D = 0.16840 Ha, E_KB = 0.76787 Ha
  local levels: -0.94830, -0.34180 Ha
  separable levels: -0.64783, -0.27070 Ha
  local levels below reference: 1
  ghosts below reference: 0
Case C: V_loc - V_s Gaussians: -10 Ha (width 1 bohr)
  D = 0.84201 Ha, E_KB = 3.83936 Ha
  local levels: -4.92953, -0.91617 Ha
  separable levels: -1.65565, -0.64783 Ha
  local levels below reference: 2
  ghosts below reference: 1
  lowest ghost mean radius = 0.5885 bohr
  ghost below reference by 1.00783 Ha = 27.424 eV
Case D: V_loc - V_s Gaussians: -30 Ha (width 0.5 bohr), 3 Ha (width 2 bohr)
  D = -0.71880 Ha, E_KB = -4.76809 Ha
  local levels: -8.29100, -0.29496 Ha
  separable levels: -11.49630, -0.64783 Ha
  local levels below reference: 1
  ghosts below reference: 1
  lowest ghost mean radius = 0.3891 bohr
  ghost below reference by 10.84847 Ha = 295.202 eV
Onset depth (width 1 bohr) = 7.77463 Ha
  depth/onset 0.95: second local -0.61539 Ha, separable -0.64783, -0.51090 Ha
  depth/onset 1.00: second local -0.64783 Ha, separable -0.64783, -0.64783 Ha
  depth/onset 1.05: second local -0.68401 Ha, separable -0.80066, -0.64783 Ha
Random local potentials tested: 400
  E_KB > 0: 80 without ghost below, 125 with
  E_KB < 0: 147 without ghost below, 48 with
  largest number of ghosts below reference: 3
```
